# Why the Poincaré gauge leads to the multipolar Hamiltonian

A calculation that couples a molecule to light must settle which operator carries the coupling and which terms may be dropped. With the vector potential one writes $(\mathbf p-q\mathbf A)^2/2m$. With the electric field one writes $-q\,\mathbf r\cdot\mathbf E$ and its multipole extensions, and must then decide whether a term quadratic in the polarization belongs there too. The two forms are related by a change of gauge. Knowing which change it is tells us what each term is for, and what goes wrong without it.

The condition behind the second form is $\mathbf r\cdot\mathbf A=0$, the Poincaré gauge. Its gauge function is, apart from a factor of minus the charge, the generator of the Power–Zienau–Woolley (PZW) transformation. One model shows this in closed form: an electron moving in the $xz$ plane, in a field that points along $z$ and varies along $x$. The field is first prescribed, then quantized.

## Removing the part of A along the ray

I use atomic units with $4\pi\epsilon_0=1$, so $\hbar=m=1$ and the electron has $q=-1$. The fields are $\mathbf E=-\nabla\phi-\partial_t\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. Motion is nonrelativistic and spin is left out. The origin is a fixed point carrying the compensating charge $-q$. The potentials $\mathbf A,\phi$ describe the external field; the binding potential $V(\mathbf r)$ is kept apart from them. The external potentials are assumed smooth on the segment from the origin to the electron.

A gauge change reads $\mathbf A'=\mathbf A+\nabla\chi$, $\phi'=\phi-\partial_t\chi$. Requiring $\mathbf r\cdot\mathbf A'=0$ gives

$$\mathbf r\cdot\nabla\chi=-\mathbf r\cdot\mathbf A .$$

On a ray $\mathbf r=s\mathbf n$, with $\mathbf n$ a unit vector, the left side is $s\,d\chi/ds$ and the right side is $-s\,\mathbf n\cdot\mathbf A(s\mathbf n)$. Hence $d\chi/ds=-\mathbf n\cdot\mathbf A(s\mathbf n)$. Integrating from the origin with $\chi(0,t)=0$ and substituting $s=\lambda|\mathbf r|$,

$$\chi(\mathbf r,t)=-\int_0^1\mathbf r\cdot\mathbf A(\lambda\mathbf r,t)\,d\lambda .$$

Could another function do the same job? The difference $f$ of two solutions obeys $\mathbf r\cdot\nabla f=0$, so it is constant along each ray. All rays meet at the origin, and a function continuous there must have the same value on all of them. The freedom left is a function of time alone.

The PZW transformation starts from a different object, a polarization field spread along the line from the origin to the charge:

$$\mathbf P(\mathbf x)=q\,\mathbf r\int_0^1\delta(\mathbf x-\lambda\mathbf r)\,d\lambda .$$

Its generator is $S=\int\mathbf P\cdot\mathbf A\,d^3x$. The delta function sets $\mathbf x=\lambda\mathbf r$, so

$$S=q\int_0^1\mathbf r\cdot\mathbf A(\lambda\mathbf r)\,d\lambda=-q\chi .$$

The phase factor of the gauge change, $e^{iq\chi}$, is therefore the PZW operator $e^{-iS}$. The straight line in $\mathbf P$ is the ray along which the gauge condition was integrated. For several charges, $S$ is the sum of $-q_a\chi(\mathbf r_a)$.

## What remains is made of fields

To find $\mathbf A'$, differentiate $\chi$, with repeated indices summed:

$$\partial_i\chi=-\int_0^1\left[A_i(\lambda\mathbf r)+\lambda r_j(\partial_iA_j)(\lambda\mathbf r)\right]d\lambda .$$

The potential at the charge can also be written as an integral along the ray, because $\lambda A_i(\lambda\mathbf r)$ vanishes at $\lambda=0$:

$$A_i(\mathbf r)=\int_0^1\frac{d}{d\lambda}\left[\lambda A_i(\lambda\mathbf r)\right]d\lambda=\int_0^1\left[A_i+\lambda r_j\partial_jA_i\right]d\lambda .$$

In the sum the bare $A_i$ cancels. What is left contains $r_j(\partial_jA_i-\partial_iA_j)=-(\mathbf r\times\mathbf B)_i$, so

$$\mathbf A'(\mathbf r)=-\int_0^1\lambda\,\mathbf r\times\mathbf B(\lambda\mathbf r)\,d\lambda .$$

For the scalar potential, use $\partial_t\mathbf A=-\mathbf E-\nabla\phi$ and $\mathbf r\cdot(\nabla\phi)(\lambda\mathbf r)=d\phi(\lambda\mathbf r)/d\lambda$:

$$\phi'(\mathbf r)=\phi(\mathbf r)+\int_0^1\mathbf r\cdot\partial_t\mathbf A\,d\lambda=\phi(0)-\int_0^1\mathbf r\cdot\mathbf E(\lambda\mathbf r)\,d\lambda .$$

The wave function becomes $\psi'=e^{iq\chi}\psi$. Two effects follow. The momentum turns into $e^{iq\chi}\mathbf p\,e^{-iq\chi}=\mathbf p-q\nabla\chi$, which changes $\mathbf p-q\mathbf A$ into $\mathbf p-q\mathbf A'$. The time derivative of the phase adds $-q\partial_t\chi$, which changes $q\phi$ into $q\phi'$. Thus

$$H'=\tfrac12(\mathbf p-q\mathbf A')^2+V+q\phi' .$$

The scalar part is $q\phi'=q\phi(0)-\int\mathbf P\cdot\mathbf E\,d^3x$. The charge $-q$ at the origin contributes $-q\phi(0)$, and the constants cancel. For an ion a term (net charge)$\times\phi(0,t)$ survives; with a fixed origin it changes only the overall phase.

The magnetic part follows from $(\mathbf r\times\mathbf B)\cdot\mathbf p=-\mathbf B\cdot\mathbf L$, with $\mathbf L=\mathbf r\times\mathbf p$. The term linear in $\mathbf A'$ is

$$-\frac q2(\mathbf p\cdot\mathbf A'+\mathbf A'\cdot\mathbf p)=-\frac q2\int_0^1\lambda\left[\mathbf B(\lambda\mathbf r)\cdot\mathbf L+\mathbf L\cdot\mathbf B(\lambda\mathbf r)\right]d\lambda .$$

For uniform $\mathbf B$ the integral of $\lambda$ gives $\tfrac12$ and the two orderings are equal, leaving the magnetic dipole coupling $-\tfrac q2\mathbf B\cdot\mathbf L$. The quadratic term becomes $\tfrac{q^2}{8}|\mathbf r\times\mathbf B|^2$, the diamagnetic energy.

This is the multipolar Hamiltonian for a prescribed field. The reason it contains fields is now visible: the phase removes the component of $\mathbf A$ along the ray, and what is left of the potentials, once $\phi(0)$ has cancelled, consists of integrals of $\mathbf B$ and $\mathbf E$ along that ray.

## The plane wave

Take $\phi=0$ and

$$\mathbf A=\hat{\mathbf z}\,\frac{E_0}{\omega}\sin\theta,\qquad \theta=kx-\omega t,\qquad k=\omega/c .$$

Then $\mathbf E=\hat{\mathbf z}E_0\cos\theta$ and $\mathbf B=-\hat{\mathbf y}(E_0/c)\cos\theta$. Since $\mathbf r\cdot\mathbf A=zA_z$, the ray integral is elementary:

$$\chi=-\frac{zE_0}{\omega}C,\qquad C=\int_0^1\sin(\lambda kx-\omega t)\,d\lambda=\frac{\cos\omega t-\cos\theta}{kx}.$$

The derivatives needed are

$$\partial_xC=\frac{\sin\theta-C}{x},\qquad \partial_tC=-\frac{\omega(\sin\theta+\sin\omega t)}{kx}.$$

They give $A'_x=\partial_x\chi=-(zE_0/\omega)\,\partial_xC$, $A'_z=A_z+\partial_z\chi$ and $\phi'=-\partial_t\chi$, that is,

$$\mathbf A'=\frac{E_0}{\omega}(\sin\theta-C)\left(-\frac zx,\,0,\,1\right),\qquad \phi'=-zE_0\,\frac{\sin\theta+\sin\omega t}{kx}.$$

The product $\mathbf r\cdot\mathbf A'$ is proportional to $-z+z=0$. A transverse wave acquires a component along its direction of travel, because the new potential must be perpendicular to $\mathbf r$, not to $\mathbf k$.

For small $kx$, $\sin\theta-C\to\tfrac12kx\cos\omega t$. With $kE_0/\omega=E_0/c$ this gives $\mathbf A'\to\tfrac{E_0}{2c}\cos\omega t\,(-z,0,x)=\tfrac12\mathbf B(0)\times\mathbf r$. The scalar potential tends to $-zE_0\cos\omega t$, the electric dipole coupling per unit charge. Expanding the cosine under the ray integral gives the higher electric multipoles:

$$q\phi'=-qzE_0\sum_{n=0}^\infty\frac{(kx)^n}{(n+1)!}\cos\left(\frac{n\pi}{2}-\omega t\right).$$

One factor $1/n!$ comes from the Taylor series, and $1/(n+1)$ from integrating $\lambda^n$.

Now put in numbers. Let the photon energy be 1000 eV, $x=1.5$ Å, $z=1.0$ Å, $\omega t=0.6$, and let the force amplitude on a unit charge be 10 eV/Å. Then $k=0.5068$ Å$^{-1}$, $kx=0.760$ and $\theta=0.160$. The amplitude $E_0/\omega$ is $10/1000=0.01\,\hbar$/Å.

The Coulomb-gauge value is $qA_z=-0.01\sin0.160=-0.00159\,\hbar$/Å. The gauge phase is $q\chi=-0.00213$. In the new gauge $qA'_x=0.00248$ and $qA'_z=-0.00372\,\hbar$/Å, and indeed $1.5\times0.00248-1.0\times0.00372=0$ to the digits shown. At this instant the new vector potential is larger than the old one. It is small compared with $E_0/\omega$ when $kx$ and $kz$ are both small, which is not the case here, while the old one happens to be near a zero of the sine.

The electric coupling is $q\phi'=9.526$ eV (0.3501 hartree). The series approaches it as follows:

| Terms kept | Sum (eV) |
|---|---:|
| dipole | 8.253 |
| through quadrupole | 10.399 |
| through octupole | 9.605 |
| one more | 9.501 |

The dipole term alone is 13.4% below the full coupling. Adding the quadrupole overshoots, because the next term carries $\cos(\pi-\omega t)=-\cos\omega t$ and is negative at this phase; with $kx=0.76$ it still amounts to $9.605-10.399\approx-0.79$ eV. At the same position and phase the dipole term is 2.4% low for 100 eV photons and 0.26% low for 10 eV photons. Between 100 and 10 eV, where $kx$ is small, the decrease is nearly linear, as the $n=1$ term requires: to first order the relative error is $-\tfrac12kx\tan\omega t$. It would vanish to that order at $\omega t=0$, so these percentages belong to the chosen phase.

## When the field can respond

A prescribed field is not altered by the electron. A quantized field is, and then $e^{-iS}$ acts on the field as well. Let $\boldsymbol\Pi$ be the momentum conjugate to the Coulomb-gauge potential, with

$$[A_i(\mathbf x),\Pi_j(\mathbf x')]=i\delta^\perp_{ij}(\mathbf x-\mathbf x'),\qquad \boldsymbol\Pi=-\mathbf E^\perp/4\pi .$$

Here $\delta^\perp$ projects on transverse fields. It follows that $[S,\boldsymbol\Pi]=i\mathbf P^\perp$. This commutes with $S$, so the expansion of the exponentials stops after one term:

$$e^{-iS}\boldsymbol\Pi\,e^{iS}=\boldsymbol\Pi-i[S,\boldsymbol\Pi]=\boldsymbol\Pi+\mathbf P^\perp .$$

The electric field energy $2\pi\int\Pi^2d^3x$ becomes

$$2\pi\int\Pi^2\,d^3x+4\pi\int\mathbf P\cdot\boldsymbol\Pi\,d^3x+2\pi\int|\mathbf P^\perp|^2d^3x .$$

The physical field $-\mathbf E^\perp/4\pi$ is now represented by $\boldsymbol\Pi+\mathbf P^\perp$. The symbol $\boldsymbol\Pi$ therefore stands for $-\mathbf D^\perp$, where $\mathbf D^\perp=\mathbf E^\perp/4\pi+\mathbf P^\perp$. The coupling is $-4\pi\int\mathbf P\cdot\mathbf D^\perp d^3x$, accompanied by the self-term in $|\mathbf P^\perp|^2$. The binding potential depends on position alone and is unchanged.

No explicit time derivative of $\chi$ was used. In the quantized theory $\mathbf A$ is an operator without explicit time dependence, and its motion is generated by the field energy. The shift of $\boldsymbol\Pi$ does the work that $-\partial_t\chi$ did before. So the gauge condition fixes the unitary operator in both cases, but with a dynamical field the coupling is to $\mathbf D^\perp$ and the self-term comes with it.

For point charges and unlimited modes the self-term diverges, and a mode cutoff is needed. If a finite set of modes is kept, the argument holds with $\mathbf P$ projected on that same set.

## One mode, two forms

Keep one standing wave, $\mathbf A=\hat{\mathbf z}\,Q\,f(x)$ with $f=\eta\cos(kx+\delta)$. The choice $\eta^2=8\pi/\mathcal V$, with $\mathcal V$ the normalization volume, makes $\int f^2d^3x/4\pi=1$, so the mode is an oscillator of unit mass with momentum $P_Q$. In the first form

$$H=\tfrac12(\mathbf p-qQf\hat{\mathbf z})^2+V+\tfrac12P_Q^2+\tfrac12\omega^2Q^2 .$$

Let $g(x)=\int_0^1f(\lambda x)\,d\lambda$. Then $S=qzQg$. Because $xg$ is the integral of $f$ from 0 to $x$, $f=g+xg'$. The electron momentum shifts by $\nabla S=qQ(zg',0,g)$ and the mode momentum by $d=\partial S/\partial Q=qzg$. The result is

$$H'=\tfrac12(\mathbf p-qQ\mathbf a)^2+V+\tfrac12(P_Q+d)^2+\tfrac12\omega^2Q^2,\qquad \mathbf a=(-zg',0,xg').$$

Again $\mathbf r\cdot\mathbf a=0$, and $\mathbf a$ vanishes for a uniform mode. Opening the square gives the electric coupling $P_Qd$ and the self-term $\tfrac12d^2$.

Let $V=\tfrac12\Omega^2(x^2+z^2)$ with $\Omega=10$ eV, $\omega=1000$ eV, $\delta=60^\circ$ and $\mathcal V=100$ Å$^3$, a small volume that makes the coupling visible. Both Hamiltonians were diagonalized in a basis of $12\times12$ oscillator states and 5 photon states. The three lowest levels, relative to the uncoupled ground level, are in eV:

| Form | Ground | First | Second |
|---|---:|---:|---:|
| $H$ | 0.00201 | 10.00197 | 10.00256 |
| $H'$ | 0.00201 | 10.00197 | 10.00256 |
| $H'$ without $\tfrac12d^2$ | −0.18167 | 9.44594 | 9.80384 |
| $H'$ with $\mathbf a=0$ | 0.00189 | 10.00201 | 10.00210 |

Dropping the self-term lowers the ground level by $0.00201+0.18167=0.184$ eV, some ninety times the true shift. To first order this loss is $\tfrac12\langle d^2\rangle$, which grows with $\langle z^2\rangle$. In the first excited state along $z$, $\langle z^2\rangle$ is three times its ground-state value, and one level does fall by about 0.56 eV. The state excited along $x$ keeps the ground-state $\langle z^2\rangle$ and falls by about 0.20 eV.

How can a self-term of about 0.18 eV leave a shift of 0.002 eV? The electric coupling $P_Qd$ creates a photon and, where $g$ is nearly constant, one quantum of motion along $z$. Since $|\langle1|P_Q|0\rangle|^2=\omega/2$, second-order perturbation theory gives

$$\tfrac12\langle d^2\rangle-\frac{\omega}{2}\,\frac{\langle d^2\rangle}{\omega+\Omega}=\tfrac12\langle d^2\rangle\,\frac{\Omega}{\omega+\Omega}\approx0.18\times\frac{10}{1010}=0.0018\ \text{eV}.$$

The estimate treats $g$ as constant and leaves out the magnetic part, so it belongs beside the 0.00189 eV of the last row; the magnetic part supplies the remaining 0.00012 eV. The fast mode follows the electron and nearly cancels the self-term. Omitting one of the two partners leaves the other uncompensated. In the first form no such cancellation is needed: the shift comes mainly from the small positive term $\tfrac12q^2Q^2f^2$.

For a binding potential that stays finite at large distance, the omission is worse than inaccurate. Take a state of $H$ with the electron localized far out along $z$, at an $x$ where $g\neq0$, and transform it with $e^{-iS}$. Its energy under $H'$ stays finite, but subtracting $\tfrac12d^2$ lowers it without limit as $z$ grows. With such a potential the truncated one-mode Hamiltonian has no ground state. The harmonic well of the table escapes this: since $g^2\le\eta^2$, the sum $V-\tfrac12d^2$ stays non-negative as long as $\Omega^2>\eta^2$, and here $\Omega^2=0.135$ while $\eta^2=0.037$ in atomic units.

The magnetic part matters less here. Setting $\mathbf a=0$ lowers the ground level by 0.00012 eV, about 6% of its shift. The two excited levels exchange their order: the state excited along $x$ falls by 0.00055 eV, from 10.00256 to 10.00201 eV, and the one excited along $z$ rises by 0.00013 eV, from 10.00197 to 10.00210 eV. The columns of the last row must therefore not be compared state by state with those above.

The two forms have the same levels, but for expectation values to agree in general, the states and the operators must be transformed together. The velocity is $\mathbf p-qQf\hat{\mathbf z}$ in the first form and $\mathbf p-qQ\mathbf a$ in the second, so the bare $\mathbf p$ means different things in the two. A basis of a few electronic states adds a further condition. Multiplication by $e^{-iS}$ generally carries such states out of their own span, and truncating $H$ and $H'$ to the same few states then gives two different models. The basis must be large enough to hold the phase that the gauge change puts on the wave function.
